# Wigner's tunnelling correction for hydrogen hopping from an inverted parabola, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a sharp threshold to the factor \(1+u^2/24\)

A proton that hops over a barrier of 0.80 eV at 700 K has its classical crossing rate raised by 12.0 % when the barrier is replaced by the parabola at its top and treated by quantum mechanics to leading order. A deuteron in the same potential at the same temperature gains 6.0 %. Doubling the mass has halved the gain. That asks for explanation, because the probability of tunnelling deep below a barrier depends exponentially on the square root of the mass, and an exponential has no reason to produce a clean factor of two.

The potential behind these numbers is \(V(x)=V_0\cos^2(\pi x/L)\), with \(V_0=0.80\) eV and \(L=0.25\) nm. The sites lie at \(x=\pm L/2\), where \(V=0\), and the barrier top lies at \(x=0\). Energies are in eV, lengths in nm and temperatures in K, the natural units for hopping in an oxide.

### The simplest case: a sharp threshold

Take one coordinate \(x\), a particle of mass \(m\), and a site to the left of a barrier of height \(V_0\). Two assumptions are made about the motion. The particles that approach the barrier have the equilibrium distribution at temperature \(T_{\rm K}\), and a particle that has crossed settles in the next site without turning back. Write \(\beta=1/kT_{\rm K}\), and let \(Q\) be the partition function of the site.

Equilibrium puts \(e^{-\beta E}\,dx\,dp/(2\pi\hbar Q)\) particles into the phase-space element \(dx\,dp\). Those with momentum \(p>0\) move at speed \(p/m\), and a fraction \(T(E)\) of them is transmitted. The number crossing per unit time is

\[
k=\frac{1}{2\pi\hbar Q}\int_{p>0}\frac{p}{m}\,T(E)\,e^{-\beta E}\,dp
=\frac{1}{2\pi\hbar Q}\int T(E)\,e^{-\beta E}\,dE ,
\]

because \(dE=p\,dp/m\). The mass has dropped out of the integral, apart from whatever mass dependence \(T(E)\) carries.

For a classical particle \(T\) is a step: zero below \(V_0\) and one above. The integral is then \(e^{-\beta V_0}/\beta\), so

\[
k_{\rm cl}=\frac{e^{-\beta V_0}}{2\pi\hbar\beta Q}.
\]

This can be tested on a site that is a classical harmonic well of frequency \(\omega_w\). Its partition function is a product of two Gaussian integrals,

\[
Q_{\rm cl}=\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega_w^2}}=\frac{1}{\beta\hbar\omega_w},
\]

and therefore \(k_{\rm cl}=(\omega_w/2\pi)e^{-\beta V_0}\). The particle attempts the barrier once per period and succeeds with the Boltzmann probability. Planck's constant has cancelled, as it must in a classical rate.

Now keep \(Q\) fixed and change only the transmission. With \(\varepsilon=E-V_0\), the ratio of the two rates is

\[
\kappa=\beta\int_{-\infty}^{\infty}T(\varepsilon)\,e^{-\beta\varepsilon}\,d\varepsilon .
\]

The lower limit should be the bottom of the site, \(\varepsilon=-V_0\). Moving it to \(-\infty\) suits a parabola that falls forever, and the error is bounded in the second half. A step function gives \(\kappa=1\).

### Rounding the threshold: the inverted parabola

Near its top a smooth barrier has the form

\[
V(x)=V_0-\tfrac12 m\omega^2x^2 ,
\]

where \(\omega>0\) measures the downward curvature. Nothing oscillates at this frequency. It is the rate at which a classical particle rolls away from the top.

Measure length in units of \(\sqrt{\hbar/(m\omega)}\), momentum in units of \(\sqrt{\hbar m\omega}\) and energy from the top in units of \(\hbar\omega\), so that \(\eta=\varepsilon/(\hbar\omega)\). From here to the end of this section \(x\) and \(p\) are the scaled quantities, with \([x,p]=i\), and the Hamiltonian is

\[
H=\tfrac12(p^2-x^2).
\]

The classical factors \(p+x\) and \(p-x\) suggest new operators,

\[
\hat q=\frac{x+p}{\sqrt2},\qquad \hat w=\frac{p-x}{\sqrt2},\qquad
[\hat q,\hat w]=\tfrac12\big([x,p]-[p,x]\big)=i .
\]

They are a conjugate pair, like position and momentum. Their products, with the order kept, are

\[
\hat q\hat w=\tfrac12(xp-x^2+p^2-px)=\tfrac12(p^2-x^2+i),
\]
\[
\hat w\hat q=\tfrac12(px+p^2-x^2-xp)=\tfrac12(p^2-x^2-i),
\]

so \(H=\tfrac12(\hat q\hat w+\hat w\hat q)\). In the representation where \(\hat q\) multiplies by \(q\), the partner is \(\hat w=-i\,d/dq\). The energy equation becomes first order:

\[
-i\Big(q\frac{d\varphi}{dq}+\frac12\varphi\Big)=\eta\,\varphi
\quad\Longrightarrow\quad
q\frac{d\varphi}{dq}=\Big(i\eta-\frac12\Big)\varphi .
\]

One solution is \(\varphi(q)=q^{\,i\eta-1/2}\) for \(q>0\) and zero for \(q<0\).

To return to \(x\) we need the kernel \(K(x,q)\) that obeys \(\hat qK=qK\), with \(\hat q\) acting on \(x\) through \(p=-i\,\partial_x\). This reads \(-i\,\partial_xK=(\sqrt2\,q-x)K\), hence \(K=g(q)\,e^{i\sqrt2qx-ix^2/2}\). The function \(g\) follows from the partner operator, which must satisfy \(\hat wK=i\,\partial_qK\), so that after an integration by parts it acts as \(-i\,d/dq\) on \(\varphi\). The left side is \((p-x)K/\sqrt2=(q-\sqrt2x)K\). The right side is \((ig'/g-\sqrt2x)K\). Hence \(ig'/g=q\), which gives \(g=e^{-iq^2/2}\), and

\[
\psi(x)=e^{-ix^2/2}\int_0^\infty q^{\,i\eta-1/2}\,e^{-iq^2/2+i\sqrt2qx}\,dq .
\]

The integral is made convergent by turning the path to the ray \(q=s\,e^{-i\pi/4}\), on which \(e^{-iq^2/2}=e^{-s^2/2}\). The turn is allowed because this factor decays at large \(|q|\) throughout the sector between the two paths.

It remains to see that cutting \(\varphi\) off at \(q=0\) does no harm. The two kernel relations give \(HK=i(q\,\partial_q+\tfrac12)K\). Integrating by parts,

\[
H\psi=\big[i\,q\varphi K\big]+\int K\,(-i)\Big(q\varphi'+\frac12\varphi\Big)dq=\eta\,\psi .
\]

The bracket vanishes at \(q=0\), where \(q\varphi\) goes as \(q^{1/2}\), and at the far end of the ray, where \(K\) decays. So \(\psi\) is a genuine solution.

### Reading off the waves

Far from the barrier the integral receives contributions from two places.

The first is the point where the phase \(-q^2/2+\sqrt2qx\) is stationary, \(q=\sqrt2x\). It lies on the path only if \(x>0\). The phase there is \(x^2\), and its second derivative is \(-1\), so the Gaussian integral around the point has modulus \(\sqrt{2\pi}\). With the prefactor \(e^{-ix^2/2}\) this gives a wave proportional to \(e^{+ix^2/2}\), with intensity

\[
|\psi_{\rm out}|^2=\frac{2\pi}{\sqrt2\,x}\qquad(x>0).
\]

Its local momentum, the derivative of the phase, is \(+x\). The wave moves away from the barrier on the right.

The second place is the end point \(q=0\). The important values of \(q\) are of order \(1/|x|\), so \(q^2\) may be dropped in the exponent:

\[
\int_0^\infty q^{\,i\eta-1/2}e^{i\sqrt2qx}dq=\Gamma(\tfrac12+i\eta)\,(-i\sqrt2x)^{-1/2-i\eta}.
\]

Here \(-i\sqrt2x=\sqrt2|x|e^{\mp i\pi/2}\), with the upper sign for \(x>0\). The phase factor raised to the power \(-\tfrac12-i\eta\) has modulus \(e^{\mp\pi\eta/2}\), since \((\mp i\pi/2)(-i\eta)=\mp\pi\eta/2\). The intensity is therefore

\[
|\psi_{\rm in}|^2=\frac{|\Gamma(\frac12+i\eta)|^2}{\sqrt2\,|x|}\,e^{\mp\pi\eta}.
\]

The prefactor \(e^{-ix^2/2}\) gives the local momentum \(-x\). It points to the left on the right side and to the right on the left side, so both waves move towards the barrier.

Flux is intensity times speed \(|x|\). The solution has incoming fluxes proportional to \(e^{\pi\eta}\) from the left and \(e^{-\pi\eta}\) from the right, and one outgoing flux on the right. These must balance. The reflection formula of the gamma function gives \(|\Gamma(\tfrac12+i\eta)|^2=\pi/\cosh\pi\eta\), so the incoming sum is

\[
\frac{1}{\sqrt2}\,\frac{\pi}{\cosh\pi\eta}\,\big(e^{\pi\eta}+e^{-\pi\eta}\big)=\frac{2\pi}{\sqrt2},
\]

which equals the outgoing flux.

Since \(H\) is real in the \(x\) representation, \(\psi^*\) is also a solution, with every direction of motion reversed. It has one incoming wave, from the right, and two outgoing ones. The wave that leaves on the left has been transmitted, and its share of the flux is

\[
T=\frac{e^{\pi\eta}}{e^{\pi\eta}+e^{-\pi\eta}}=\frac{1}{1+e^{-2\pi\varepsilon/(\hbar\omega)}} .
\]

The barrier is symmetric, so incidence from the left gives the same \(T\).

Three limits test the result. Far above the top \(T\to1\). At the top \(T=\tfrac12\): a particle with just enough energy to cross classically is reflected half the time. Far below the top \(T\to e^{-2\pi|\varepsilon|/(\hbar\omega)}\), which should agree with the semiclassical exponent. In ordinary units that exponent is

\[
\frac2\hbar\int\sqrt{2m|\varepsilon|-m^2\omega^2x^2}\,dx
=\frac2\hbar\cdot\frac\pi2\sqrt{2m|\varepsilon|}\sqrt{\frac{2|\varepsilon|}{m\omega^2}}
=\frac{2\pi|\varepsilon|}{\hbar\omega},
\]

where the integral, taken between the turning points, is half the area of an ellipse. They agree.

The formula was also tested by integrating the Schrödinger equation through the parabola, from 12 to \(-12\) scaled lengths, at six energies. At \(\eta=-1\), \(-0.5\) and \(0\) the integration gives 0.001864, 0.041425 and 0.499994. The formula gives 0.001864, 0.041424 and 0.500000.

### Expanding the rounded step

The transmission rises from zero to one over an energy of order \(\hbar\omega/(2\pi)\). If \(kT_{\rm K}\) is much larger, the Boltzmann factor hardly changes across the rise, and an expansion in \(u=\beta\hbar\omega\) is natural. Write \(\beta e^{-\beta\varepsilon}\) as \(-d(e^{-\beta\varepsilon})/d\varepsilon\) and integrate by parts:

\[
\kappa=\big[-T\,e^{-\beta\varepsilon}\big]_{-\infty}^{\infty}+\int_{-\infty}^{\infty}\frac{dT}{d\varepsilon}\,e^{-\beta\varepsilon}\,d\varepsilon .
\]

The bracket vanishes at the upper end. At the lower end \(Te^{-\beta\varepsilon}\) behaves as \(e^{(2\pi-u)\eta}\), which vanishes as \(\eta\to-\infty\) if \(u<2\pi\). This condition is assumed from now on. What remains is an average of \(e^{-u\eta}\) over the density

\[
\frac{dT}{d\eta}=\frac{2\pi e^{-2\pi\eta}}{(1+e^{-2\pi\eta})^2}=\frac{\pi}{2\cosh^2\pi\eta}.
\]

The density is even, and its integral is \(T(\infty)-T(-\infty)=1\). One may picture a classical particle meeting a barrier whose height is drawn at random from this distribution.

For the variance put \(z=2\pi\eta\) and expand \(e^{-z}/(1+e^{-z})^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nz}\) for \(z>0\):

\[
\langle z^2\rangle=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

The alternating sum is the full sum \(\pi^2/6\) less twice its even terms, and these make up a quarter of it. Hence \(\langle\eta^2\rangle=(\pi^2/3)/(4\pi^2)=1/12\). Direct quadrature gives 0.083333. Expanding the exponential inside the average,

\[
\kappa=1-u\langle\eta\rangle+\frac{u^2}{2}\langle\eta^2\rangle+\dots
=1+\frac{1}{24}\Big(\frac{\hbar\omega}{kT_{\rm K}}\Big)^2+\dots
\]

The linear term is absent because the density is even. This is Wigner's factor.
## Second half: how far the factor carries

The symbols are these. A barrier top has the form \(V_0-\tfrac12m\omega^2x^2\), and energy from the top is \(\varepsilon=E-V_0=\eta\hbar\omega\). The temperature \(T_{\rm K}\) enters through \(\beta=1/kT_{\rm K}\) and \(u=\beta\hbar\omega\). The transmission is \(T=1/(1+e^{-2\pi\eta})\). The factor \(\kappa\) is the quantum crossing rate over the classical one at the same site partition function \(Q\). It equals the average of \(e^{-u\eta}\) over the density \(dT/d\eta\), and to leading order \(\kappa=1+u^2/24\).

### Why the gain goes as one over the mass

The average can be split into what is gained below the top and what is lost above it. With \(f(\eta)=1/(1+e^{2\pi\eta})\), the transmission at depth \(\eta\) below the top is \(f(\eta)\), and so is the reflection at height \(\eta\) above it. Therefore

\[
\kappa-1=u\int_0^\infty f(\eta)\,e^{u\eta}\,d\eta-u\int_0^\infty f(\eta)\,e^{-u\eta}\,d\eta .
\]

To first order in \(u\) each term has the size \(u\int_0^\infty f\,d\eta=u\ln2/(2\pi)\), and they cancel. For the proton at 700 K, where \(u=1.70\), this first-order size is 0.19, more than the net result. The remainder comes from the slope of the Boltzmann factor, which favours the lower side:

\[
\kappa-1\approx2u^2\int_0^\infty\eta f\,d\eta=\frac{2u^2}{4\pi^2}\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{2u^2}{48}=\frac{u^2}{24}.
\]

So Wigner's term is a balance between tunnelling and reflection above the barrier, within roughly \(\hbar\omega\) of the top. Deep tunnelling, with its exponential dependence on mass, has little weight here. At fixed potential \(\omega^2\propto1/m\), so the term goes as \(1/m\), and this answers the opening question. The numbers are \(u=1.6975\) for the proton and 1.2006 for the deuteron:

\[
\frac{1.6975^2}{24}=0.120,\qquad\frac{1.2006^2}{24}=0.060 .
\]

To leading order, quantum mechanics multiplies the classical crossing rate by Wigner's factor \(1+u^2/24\), a balance between tunnelling and reflection near the barrier top, whose gain goes as \(1/m\) at fixed potential. It remains to find how far this factor can be trusted, first against the full parabola and a finite hump, and then in a hopping rate where the site and the cross vibrations also have quantum corrections.

Numbers in the example were calculated in double precision.
